\section*{Why a wide slit has no length-independent Knudsen diffusivity}

\section{A cavity whose apparent diffusivity grows with length}

A film-conformality test can use a shallow lateral cavity: two flat surfaces a fraction of a micrometre apart, extending sideways for hundreds of micrometres. At low pressure a molecule in it meets the walls far more often than other molecules. In a long round tube of diameter $d$ under the same conditions, transport is described by the Knudsen diffusivity $d\bar v/3$, where $\bar v$ is the mean molecular speed. One would expect a similar constant, of order $h\bar v$, for a slit of gap $h$. For an infinitely wide slit there is none: the diffusivity inferred from a steady flow grows with the length over which it is measured.

The model has two parallel plates, infinitely wide, of length $L$ in the flow direction $x$. A gas reservoir lies at $x<0$ and vacuum at $x>L$. Molecules collide only with the plates and leave them by the cosine law, without memory of their arrival. Let $W$ be the probability that an entering molecule leaves at the far end. A reservoir of number density $n$ sends $n\bar v/4$ molecules per unit area and time into the slit. Writing the transmitted flux as $D_{\rm app}\,n/L$ defines
\begin{equation}
D_{\rm app}=\tfrac14 W\bar vL .
\end{equation}
A constant diffusivity would require $W\propto 1/L$.

\section{Grazing flights}

A molecule leaves a plate within solid angle $d\Omega$ with probability $\cos\theta\,d\Omega/\pi$, where $\theta$ is measured from the normal. Let it land on the other plate displaced by $s$ along the flow and $y$ across it. The path length is $\rho=\sqrt{h^2+s^2+y^2}$, with $\cos\theta=h/\rho$ and $d\Omega=\cos\theta\,ds\,dy/\rho^2$. The landing density is therefore $h^2/(\pi\rho^4)$. Since $\int_{-\infty}^{\infty}dy/(A^2+y^2)^2=\pi/(2A^3)$, the density of axial displacements is
\begin{equation}
K(s)=\frac{h^2}{2(h^2+s^2)^{3/2}} .
\end{equation}
Its tail falls only as $|s|^{-3}$. Counting axial displacements up to $c$, the second moment is
\begin{align}
M_c&=\int_{-c}^{c}s^2K\,ds
=h^2\int_0^c\left[\frac{1}{\sqrt{h^2+s^2}}-\frac{h^2}{(h^2+s^2)^{3/2}}\right]ds\nonumber\\
&=h^2\left[\operatorname{arsinh}\frac ch-\frac{c}{\sqrt{h^2+c^2}}\right]
\simeq h^2\left[\ln\frac{2c}{h}-1\right]\quad(c\gg h).
\end{align}
It has no limit as $c\to\infty$. The mean time between wall hits does: $nV$ molecules in a volume $V$ make $n\bar vS/4$ hits per unit time on its surface $S$, so $\tau=4V/(S\bar v)=2h/\bar v$. The random-walk estimate $M_c/(2\tau)$, with $c$ of order $L$, gives $(\bar vh/4)\ln(L/h)$.

The tube shows what is special about the slit. Let $\theta$ now be the angle to the tube axis and $\varphi$ the angle of the cross-sectional projection from the wall normal. The cross-sectional chord is $d\cos\varphi$, so $s=d\cos\varphi\cot\theta$. The cosine-law weight is $\sin\theta\cos\varphi/\pi$ and the solid angle $\sin\theta\,d\theta\,d\varphi$. Hence
\begin{equation}
\langle s^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\varphi\,d\varphi\int_0^\pi\!\cos^2\theta\,d\theta
=\frac{d^2}{\pi}\,\frac43\,\frac{\pi}{2}=\frac{2d^2}{3}.
\end{equation}
With $\tau=d/\bar v$ this gives $D=d\bar v/3$. Long flights in a tube need a direction close to one line, the axis. In a slit they need only a small normal component $\nu$, at almost any azimuth. Their weight is $\nu\,d\nu$ and their squared length goes as $1/\nu^2$, which leaves the logarithmic integral $\int d\nu/\nu$.

\section{The slit as a resistor network}

The random-walk estimate leaves open where the logarithm stops. Let $f(x)$ be the flux striking a plate at $x$, relative to the flux entering from the reservoir; by symmetry it is the same on both plates. The reservoir can be replaced by plates continued to $x<0$ with $f=1$, because equilibrium gas between them sends the same molecules through $x=0$. The vacuum is represented by $f=0$ at $x>L$. Steady state on the real plates requires
\begin{equation}
\int_{-\infty}^{\infty}K(x-x')\,[f(x')-f(x)]\,dx'=0,\qquad 0<x<L. \label{balance}
\end{equation}
This is Kirchhoff's law with potential $f$. The two plates together give each pair of positions the conductance $2K$. The total current per unit width is $Q=Wh$, since the entering current is $h$ in these units.

Define the dissipation
\begin{equation}
E[f]=\iint K(x-x')[f(x)-f(x')]^2dx\,dx' .
\end{equation}
Each pair appears twice, which accounts for $K$ in place of $2K$. Exchanging $x$ and $x'$ gives, for the solution, $E=2\iint K[f(x)-f(x')]f(x)\,dx\,dx'$. Positions on the real plates contribute nothing by \eqref{balance}, and those at $x>L$ have $f=0$. What remains is the current leaving the source, so $E[f]=Q$. If $\eta$ vanishes outside the slit, the cross term in $E[f+\eta]$ is $4\iint K[f(x)-f(x')]\eta(x)\,dx\,dx'=0$. Thus
\begin{equation}
E[f+\eta]=Q+E[\eta]\ge Q. \label{min}
\end{equation}

\textbf{Upper bound.} Take $f=1-x/L$ in the slit and let $G(s)=\int[f(x)-f(x+s)]^2dx$. For $s<L$, flights inside the slit give $(L-s)s^2/L^2$, and those crossing either end give $s^3/(3L^2)$ each. For $s>L$, flights with one end in the slit give $2L/3$ and those spanning it give $s-L$. Therefore
\begin{equation}
G=\frac{s^2}{L}-\frac{s^3}{3L^2}\ (s<L),\qquad G=s-\frac L3\ (s>L),
\end{equation}
and $Wh\le2\int_0^\infty KG\,ds$. For $L\gg h$, multiply by $L/h^2$. The term in $s^2$ gives $\ln(2L/h)-1$, the term in $s^3$ gives $-1/3$, and flights longer than $L$ give $\int_L^\infty(L/s^2-L^2/3s^3)\,ds=1-1/6$. The sum is $\ln(2L/h)-1/2$.

\textbf{Lower bound.} Send a current $J(s)=2K(s)s/(L+s)$ to the right through every pair of separation $s$. For any $f$ with the prescribed end values, $\int[f(x)-f(x+s)]dx=s$. Pairs with a possible potential difference have left ends in $-s<x<L$, a range $L+s$. The Cauchy--Schwarz inequality then gives
\begin{equation}
\left(\int_0^\infty\! Js\,ds\right)^2\le
\left(\int_0^\infty\!\frac{J^2}{2K}(L+s)\,ds\right)Q .
\end{equation}
Both bracketed integrals equal $\int_0^\infty 2Ks^2/(L+s)\,ds$, which is therefore a lower bound on $Q$. Split it at $A$ with $h\ll A\ll L$. In units of $h^2/L$ the parts are $\ln(2A/h)-1$ and $\int_A^\infty L\,ds/[s(L+s)]\simeq\ln(L/A)$. They add to $\ln(2L/h)-1$.

The bounds differ by a constant inside the bracket, so
\begin{equation}
W=\frac hL\left[\ln\frac Lh+O(1)\right],\qquad
D_{\rm app}\sim\frac{\bar vh}{4}\ln\frac Lh .
\end{equation}
The diffusivity is finite at each length, but has no limit as the length grows.

\section{The constant and the next term}

Let $u=x/L$, $\Lambda=\ln(L/h)$, and write the solution as $1-u+\delta(u)$. To leading order in $1/\Lambda$, flights much shorter than $L$ act on $\delta$ as diffusion, contributing $(h^2/L^2)\Lambda\delta''/2$ to \eqref{balance}. An unbounded straight line satisfies the balance by symmetry. The actual profile is flat beyond the ends, so it differs from that line by $-v$ at distance $v$ (in units of $L$) beyond the left end, and by $+v$ beyond the right end. With $K\simeq h^2/(2|s|^3)$ and $\int_0^\infty v\,dv/(u+v)^3=1/(2u)$, the balance becomes
\begin{equation}
\frac{\Lambda}{2}\delta''+\frac14\left[\frac1{1-u}-\frac1u\right]=0 .
\end{equation}
Setting $\delta=f_1/\Lambda$ and integrating once gives $f_1'=C+\tfrac12\ln[u(1-u)]$. Since $f_1$ vanishes at both ends and $\int_0^1\ln u\,du=-1$, $C=1$.

By \eqref{min}, the linear profile overestimates $Q$ by $E[\delta]\simeq(h^2/L)\Lambda\int\delta'^2du$. This lowers the bracket by $\int f_1'^2du/\Lambda$. Expanding $\ln(1-u)$ in powers of $u$ gives $\int_0^1\ln u\ln(1-u)\,du=\sum_{k\ge1}1/[k(k+1)^2]=2-\pi^2/6$, while $\int_0^1\ln^2u\,du=2$. Hence
\begin{equation}
\int_0^1f_1'^2du=1-2+\frac14\left[4+2\left(2-\frac{\pi^2}{6}\right)\right]=1-\frac{\pi^2}{12},
\end{equation}
\begin{equation}
W\simeq\frac hL\left[\ln\frac{2L}{h}-\frac12-\frac{1-\pi^2/12}{\ln(L/h)}\right]. \label{asym}
\end{equation}

Minimizing $E$ numerically over flexible profiles gives:
\begin{center}
\begin{tabular}{rcc}
$L/h$ & $WL/h$ & $WL/[h\ln(L/h)]$\\
$10$ & $2.406$ & $1.045$\\
$10^3$ & $7.053$ & $1.021$\\
$10^5$ & $11.685$ & $1.015$
\end{tabular}
\end{center}
Direct ray tracing at $L/h=100$ gives $W=0.0471\pm0.0004$, against $0.0471$ from the network. At $L/h=20$ it gives $0.1528\pm0.0004$ against $0.1539$, a difference of 2.7 standard errors. Solving \eqref{balance} directly on a fine grid also gives $0.1539$, so the gap is scatter in the ray sample.

The numerical results approach the last term of \eqref{asym} slowly. Let $\Delta$ be the amount by which $WL/h$ falls below $\ln(2L/h)-1/2$. At $L/h=10^5$ it is $0.0208$, while the last term gives $0.0154$, so at practical lengths that term is only a rough correction. The inverse slope of $1/\Delta$ against $\ln(L/h)$ gives a coefficient of $0.165$ between $L/h=10^4$ and $10^5$. Between the purely mathematical lengths $10^{20}$ and $10^{30}$ it gives $0.1773$, close to the derived $0.1775$.

\section{Removing the long flights}

If grazing flights cause the growth, cancelling them should stop it. Suppose every flight whose displacement along $x$ exceeds $c$ is returned to its starting point. The second moment is then finite, and for $L\gg c$ a profile of slope $-1/L$ carries $Q=M_c/L$, so $WL/h\to M_c/h^2$. For $c=10h$ this limit is $2.003$. The computed $WL/h$ is about $1.98$ at $L=200h$ and $1.99$ at $400h$. With all flights kept, it rises from $5.417$ to $6.123$, an increase close to $\ln2$.

The flights responsible are rare: $0.50\,\%$ of wall flights cover more than $10h$ along $x$. At $L=1000h$, with the linear profile, they carry about $72\,\%$ of the current. The decades $h$--$10h$, $10h$--$100h$ and $100h$--$1000h$ carry $26$, $32$ and $28\,\%$.

Molecules that cross without touching a plate are a smaller matter. They correspond to flights spanning both ends, so their transmission is
\begin{equation}
\frac1h\int_L^\infty2K(s)(s-L)\,ds=\frac{\sqrt{h^2+L^2}-L}{h}\simeq\frac{h}{2L},
\end{equation}
which has no logarithm. The logarithm comes from flights of all lengths between $h$ and $L$.

\section{Nitrogen in a lateral cavity}

Take $h=500$ nm, $L=500\,\mu$m, a width of 10 mm, nitrogen at 573 K and an upstream pressure of 10 mTorr. The dimensions are rough, typical ones. The mean speed is $658$ m/s and $W=0.00705$, so
\begin{equation}
D_{\rm app}=\frac{0.00705\times658\times5.00\times10^{-4}}{4}\ {\rm m^2/s}
=5.80\ {\rm cm^2/s}.
\end{equation}
With gap and gas unchanged, a 50 $\mu$m cavity gives $3.87\ {\rm cm^2/s}$. A value measured there and applied to the longer cavity would underestimate its flow by a third. The tube formula with hydraulic diameter $2h$ gives $2.19\ {\rm cm^2/s}$, too small by a factor of 2.6 for the longer cavity. The throughput is $9.8\times10^{10}$ molecules per second per millimetre of width. Equation \eqref{asym} gives $W=0.00708$, which is $0.3\,\%$ high.

Real surfaces may reflect partly specularly. If a fraction $\alpha$ of reflections is diffuse, a molecule crosses the gap $k$ times before its next diffuse reflection with probability $\alpha(1-\alpha)^{k-1}$. Its displacement is $k$ times the first, which gives the kernel of a slit with gap $kh$. A fraction $\alpha$ of the incident flux starts such sequences, so $K$ is replaced by the sum of these kernels with weights $\alpha^2(1-\alpha)^{k-1}$. The leading current scales as gap squared, and is multiplied by $\sum_k\alpha^2(1-\alpha)^{k-1}k^2=(2-\alpha)/\alpha$. For $5\,\%$ specular reflection this factor adds $10.5\,\%$. The full calculation adds $8.4\,\%$, because the wider effective gaps have smaller logarithms.

The mean free path $\lambda$ is about 10 mm (9.8 mm for hard spheres of diameter 0.37 nm, about 11 mm from the viscosity at 573 K), some twenty cavity lengths. Cancelling every flight interrupted by a gas collision lowers $W$ by an estimated $3.4\,\%$; doing the same for the side walls lowers it by $2.0\,\%$. Both figures overstate the loss several times over, since the affected molecules still move on, and since flights are counted along the fictitious plates outside the slit too. An interruption only splits the drop of $f$ along a flight into two parts, $\Delta_1+\Delta_2$, and removes $2\Delta_1\Delta_2$ from its square. Summed over flights with the linear profile, this lowers $WL/h$ to first order by $(2/\pi)L/\lambda$ for isotropic scattering at the upstream density, and by $L/(\pi w)$ for diffuse side walls a width $w$ apart. Here these are about $0.5\,\%$ and $0.2\,\%$ of $W$. Curvature also matters. For plates bent along the flow into concentric cylinders of inner radius $R$, the longest chord in the plane of bending, which limits the displacement along the flow, is $2\sqrt{(R+h)^2-R^2}\simeq\sqrt{8Rh}$; flights tilted across the width are longer but advance no further. This chord equals $L$ at $R=62.5$ mm, where the linear-profile value of $W$ is already about $1.5\,\%$ lower; tighter bending cuts the logarithm off earlier.

The chosen pressure is low for many deposition processes. At 1 Torr the mean free path would be about 0.1 mm, shorter than the cavity, and the collisionless result would fail. Test cavities may also contain supporting pillars, be closed at the far end, or consume the molecules on their walls. Pillars interrupt long flights; if they leave the axial displacements a finite second moment, the logarithmic growth levels off in a long cavity. A closed end or a surface reaction changes the flow problem itself, so the $W$ computed here applies to steady permeation of a non-reacting gas through an open cavity. The complete values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ray tracing against network solution (dimensionless)
 L/h=20 alpha=1.0: W ray=0.15279 +- 0.00040, network=0.15389
 L/h=100 alpha=1.0: W ray=0.04708 +- 0.00042, network=0.04709
 L/h=20 alpha=0.8: W ray=0.19407 +- 0.00044, network=0.19426
L/h, W, W*L/h, lower*L/h, upper*L/h, W*L/(h ln(L/h))
 1  0.684381  0.6844  0.6232  0.7433  -
 10  0.240557  2.4056  2.1611  2.5611  1.0447
 100  0.0470916  4.7092  4.3176  4.8050  1.0226
 1000  0.00705283  7.0528  6.6029  7.1016  1.0210
 10000  0.000937425  9.3742  8.9037  9.4036  1.0178
 100000  0.000116853  11.6853  11.2061  11.7061  1.0150
Next coefficient, derived: 0.1775
 measured between L/h = 1e20 and 1e30: 0.1773
 measured between L/h = 1e4 and 1e5: 0.1648
Tube second moment / d^2 = 0.6667
Plate second moment / h^2 up to 10h = 2.0032
Plate second moment / h^2 up to 1000h = 6.6009
Flights over 10h cancelled: W*L/h at L/h = 200, 400: 1.9802, 1.9925
 limit from resistance per length = 2.0048
All flights kept: W*L/h at L/h = 200, 400: 5.4172, 6.1233
Example: gap 500 nm, length 500 um, width 10 mm
 temperature 573 K, upstream pressure 10 mTorr
 molar mass 28 g/mol, diameter 0.37 nm
 mean speed = 658.2 m/s
 mean free path = 9.76 mm
 W = 0.007053; asymptotic formula = 0.007075
 relative shift of W on mesh halving = 2.8e-08
 W at one tenth of the length = 0.047092
 throughput per mm of width = 9.780e+10 molecules/s
 D_app at 500 um = 5.803 cm2/s
 D_app at 50 um = 3.875 cm2/s
 tube formula with diameter 2h = 2.194 cm2/s
 direct line-of-sight passage = 0.000500
 wall flights longer than 10h = 0.496 %
Flow share by flight length (linear profile), %
 below h: 2.5
 h-10h: 25.7
 10h-100h: 31.9
 100h-1000h: 28.2
 above 1000h: 11.7
Neglected effects on W
 gas collisions, flights cancelled: -3.36 %
 side walls, flights cancelled: -2.02 %
 5 % specular reflection: +8.38 % (leading factor +10.53 %)
 bend radius that just allows a flight of length L = 62.5 mm
\end{verbatim}
